Hopf index of a gridded hopfion from a Fourier vector potential

**The decision at stake**

A micromagnetic run ends with a localized knot of spins, and the computed Hopf index is 0.956. Should the state be kept as a hopfion, recomputed on a finer grid, or rejected? The answer depends on how the index is discretized. For the hopfion below, 0.956 is what a sound algorithm gives with 8 nm cells, while a plainer one gives 0.675 from the same spins. A third case, an index of 0.04 on a still coarser grid, shows a grid that has lost the topology. An error law and a check of flux conservation separate these cases.

**The continuum index**

Let n(r) be a continuous unit vector field, equal to +ẑ outside a ball of radius R. Lengths are in nm. The indices (j,k,l) are a cyclic permutation of (x,y,z), and i is the imaginary unit. The emergent field is

F_j = n·(∂_k n × ∂_l n).

Its flux through a small surface is the solid angle covered by the spins there. In div F, terms with second derivatives cancel by antisymmetry. What remains is proportional to ∂_x n·(∂_y n × ∂_z n), which vanishes because all three derivatives are perpendicular to n and so lie in one plane. Hence F = curl A, and

H = (1/16π²) ∫ A·F d³r.

Replacing A by A + ∇χ adds ∫ ∇χ·F = −∫ χ div F = 0, since F vanishes outside the ball.

H counts linking. Lines of F follow curves of constant n, and the curves whose spins fill a patch dS of the unit sphere carry flux dS. In open space A may be written as

A(r) = (1/4π) ∫ F(r′) × (r−r′)/|r−r′|³ d³r′.

For two thin tubes, ∫A·F then gives dS dS′ times the Gauss integral

Lk = (1/4π) ∮∮ (r₁−r₂)·(dr₁×dr₂)/|r₁−r₂|³.

This is the linking number of the two curves. It is the same for all generic pairs of spin directions, so integration over both spheres gives H = (4π)² Lk/16π² = Lk.

**A hopfion with known index**

Take a spinor ζ with n = ζ†σζ:

ζ₁ = cos f + i sin f cosθ,
ζ₂ = i sin f sinθ e^{iφ}.

Here r, θ, φ are spherical coordinates and, with u = r/R,

f = πu(15 − 10u² + 3u⁴)/8 for u ≤ 1, f = π beyond.

Then n_z = |ζ₁|² − |ζ₂|² = 1 − 2 sin²f sin²θ. It is +1 at the centre and outside, and −1 on the ring f = π/2, θ = π/2.

A potential follows from ζ. Write ζ = e^{iγ}(cos β/2, e^{iη} sin β/2), where β and η are the polar angles of n. Then

A = 2 Im ζ†∇ζ = 2∇γ + (1−cosβ)∇η,
curl A = sinβ ∇β × ∇η.

Since ∂n = ∂β e_β + sinβ ∂η e_η and e_β × e_η = n, the second line is F. For this hopfion, the imaginary parts of ζ₁*∇ζ₁ and ζ₂*∇ζ₂ give

A_r = 2f′ cosθ,
A_θ = −2 sin f cos f sinθ/r,
A_φ = 2 sin²f sinθ/r.

The curl in spherical coordinates is

F_r = 4 sin²f cosθ/r²,
F_θ = −4 sin f cos f f′ sinθ/r,
F_φ = (2f′ sinθ/r)(1 − cos 2f) = 4 sin²f f′ sinθ/r.

Therefore

A·F = (8 sin²f f′/r²)[cos²θ + sin²θ(cos²f + sin²f)] = 8 sin²f f′/r²,

H = (1/16π²) ∫ (8 sin²f f′/r²) 4πr² dr = (2/π) ∫₀^π sin²f df = 1.

For R = 100 nm, a numerical Gauss integral for the curves n = −ẑ and n = +x̂ gives 0.99994, confirming both magnitude and sign.

**Flux through a grid face**

The spins are now known only on a periodic cubic grid of cell h. Let e_j be one grid step along axis j. Derivatives can be avoided by assigning to each face the solid angle Ω_j of its four corner spins, taken in the order r, r+e_k, r+e_k+e_l, r+e_l and split into two spherical triangles.

For a triangle with corners a, b, c, consider the product of spinor overlaps ⟨a|b⟩⟨b|c⟩⟨c|a⟩. With projectors P_a = (1+a·σ)/2 it equals

Tr(P_a P_b P_c) = ¼[1 + a·b + b·c + c·a + i a·(b×c)].

Its phase is half the solid angle. To see this, follow a great-circle arc by rotating ζ about an axis m perpendicular to n: ζ(s) = exp(−i s m·σ/2)ζ(0). Then ζ†dζ/ds = −(i/2)m·n = 0, while ⟨ζ(0)|ζ(s)⟩ = cos(s/2) is positive for s < π. Along the arc, the overlap phase and the integral of Im ζ†dζ are thus both zero. A change of spinor phases changes both by the same end-point difference, so they remain equal. Around the triangle the total is ∮ Im ζ†dζ, half the enclosed area by the curl found above. Hence

tan(Ω/2) = a·(b×c)/(1 + a·b + b·c + c·a),

evaluated with a two-argument arctangent, so that −2π < Ω < 2π away from degenerate triangles.

On the surface of a cube, every edge is traversed once in each direction. The overlap phases cancel, and the twelve outward solid angles sum to 4π times an integer. If the integer is nonzero, the spins interpolated over the cube's surface cannot be continued continuously into its interior. The grid then shows a Bloch point, which may be real or may come from sampling a smooth texture too coarsely. If the integer is zero in every cube, the grid flux has no sources:

Σ_j [Ω_j(r+e_j) − Ω_j(r)] = 0.

**The Fourier solution**

Let α_j(r) be the line integral of A along the link from r to r+e_j. Stokes' theorem on a face reads

α_k(r) + α_l(r+e_k) − α_k(r+e_l) − α_l(r) = Ω_j(r).

With wavevector q in radians per cell, a forward difference multiplies a Fourier coefficient by d_j = exp(iq_j) − 1. The equation becomes d×α = Ω. Choose the gauge d*·α = 0 and apply d*×:

d*×(d×α) = d(d*·α) − |d|²α = −|d|²α,

α = −d*×Ω/|d|².

Conversely, d×α = [−d*(d·Ω) + |d|²Ω]/|d|², which returns Ω precisely when d·Ω = 0. The sources must therefore be absent. At q = 0 the equation demands zero total flux. A closed texture satisfies this: without sources, the flux through successive parallel planes is the same, and planes outside the texture carry none. We set α(q=0) = 0.

The index is then

H_h = (1/16π²) Σ_r Σ_j α_j(r) Ω_j(r+e_j).

No factor of h appears, because α and Ω are already integrals. The shift e_j makes the sum gauge invariant. If α_j gains χ(r+e_j) − χ(r), relabelling the sum gives the change

(1/16π²) Σ_r χ(r) Σ_j [Ω_j(r) − Ω_j(r+e_j)] = 0.

A constant added to α_j changes nothing either, because the total flux is zero. These are the only freedoms: at q ≠ 0, d×Δα = 0 forces Δα parallel to d, which is a gradient.

This permits a check without Fourier transforms. When the spinor is known, the link phases 2 arg⟨ζ(r)|ζ(r+e_j)⟩ have the grid curl Ω, by the triangle argument, provided the phases are small enough to avoid jumps of 4π. They must give the same H_h. At h = 4 nm both routes give 0.989055. These phases also vanish outside the ball, so a larger box only adds zeros to the sum. Widening the box from 240 to 320 nm at fixed h = 4 nm indeed left the index unchanged in double precision.

**Why the error is of order h²**

Gauge invariance lets us analyse the error with the overlap phases. About the link centre c,

α_j = 2 arg⟨ζ(c−he_j/2)|ζ(c+he_j/2)⟩.

Reversing h exchanges the two spinors and conjugates the overlap, so α_j is odd in h: α_j = hA_j(c) + O(h³). The four links of a face lie symmetrically about its centre, so Ω_j = h²F_j + O(h⁴) there.

In H_h each link is paired with a face whose centre is displaced by δ = (h/2)(1,1,1). For this smooth, compact texture, replacing the grid sum by an integral costs less than order h². Thus

H_h = (1/16π²) ∫ A(r)·F(r+δ) d³r + O(h²).

The term linear in δ is proportional to I = ∫ A·(δ·∇)F. Integrate by parts, then move the curl from one factor to the other:

I = −∫ [(δ·∇)A]·curl A = −∫ [(δ·∇)curl A]·A = −I.

So I = 0, and the leading error is Ch². Two grids can remove it. From H₂ = H₀ + 4C and H₃ = H₀ + 9C at 2 and 3 nm,

H₀ = (9H₂ − 4H₃)/5.

**A simpler scheme for comparison**

One may instead form F at grid points from central differences of n, and use A = iq×F/|q|² in Fourier space. This also has an error of order h², since the differences do and A depends linearly on F. The constant is another matter. A central difference multiplies a Fourier component of n by i sin q instead of iq, a factor 1 − q²/6 + … too small. F contains two such derivatives and H contains four, which suggests an index that is too low.

This F is also not free of divergence. At 4 nm its longitudinal part has 1.2% of the rms size of F. The solution discards that part, but the resulting index is tied to the chosen gauge.

**Refinement in numbers**

With R = 100 nm the ring n = −ẑ has radius 28.1 nm. In the 240 nm box the results are:

h (nm): H from face flux; H from central differences
8: 0.95616; 0.67470
6: 0.97536; 0.80159
4: 0.98906; 0.90644
3: 0.99385; 0.94626
2: 0.99727; 0.97575

For the face-flux scheme, the error at 4 nm is 1 − 0.98906 = 0.01094, or 6.84×10⁻⁴ h² with h in nm. At 8 nm the same ratio is 0.04384/64 = 6.85×10⁻⁴. The order between 3 and 2 nm is

ln(0.006154/0.002734)/ln 1.5 = 2.00.

Extrapolation gives (9×0.997266 − 4×0.993846)/5 = 1.00000.

Central differences show order 1.96 and extrapolate to 0.9993. At 2 nm their error is 0.02425/0.00273 ≈ 9 times larger.

For this profile, with the hopfion axis along a grid axis, the law depends only on h/R and can be rescaled with the ring radius ρ:

1 − H_h ≈ 6.84×10⁻⁴ × 28.1² (h/ρ)² = 0.54 (h/ρ)².

An error of 1% therefore needs h ≈ 0.14ρ, about seven cells per ring radius. The constant changes with orientation. With the hopfion axis along the body diagonal (1,1,1) it is about half as large, but along the other three body diagonals it is about 17% larger. Along the face diagonal (1,−1,0) it is about 25% larger, and an error of 1% then needs about eight cells per ring radius. The sum singles out (1,1,1) because it pairs each link with a face displaced in that direction. Another profile also has another constant. In each case it can be found from two grids.

On a 20 nm grid with the hopfion centred on a grid point, neighbouring spins differ by up to 131°, and four cubes carry a net flux. No potential exists for such a field. The Fourier formula still returns a number, 0.044, but it is not an approximation to 1 governed by the h² law. It changes with the box size and becomes 0.17 when the faces are split along their other diagonal. At this cell size the charges depend on placement: with the grid shifted by half a cell along each axis there are none, and the index is 0.76. The cube sums should therefore be checked before the index is read. From 8 nm down they contain no charge. Absence of charge is necessary but not sufficient. A 34 nm grid centred on the hopfion also has no charged cube, yet it returns 0.02 because it no longer resolves the texture. The index must also follow the h² law between two grids.

**Other indices**

An algorithm that always returned a value near 1 would be useless. Moving each spin from z to −z without turning it reverses the linking, and the 4 nm result becomes −0.98906.

For a second case, replace (ζ₁, ζ₂) by (ζ₁, ζ₂²), normalized. Writing ζ₁ = cosμ e^{ia} and ζ₂ = sinμ e^{ib},

A = 2(cos²μ ∇a + sin²μ ∇b),
F = 4 sinμ cosμ ∇μ × (∇b − ∇a),
A·F = 8 sinμ cosμ ∇a·(∇μ × ∇b).

The last line uses ∇b·(∇μ×∇a) = −∇a·(∇μ×∇b) and cos²μ + sin²μ = 1. Squaring ζ₂ doubles b. It also maps μ monotonically onto the same interval from 0 to π/2, over which the integral of sinμ cosμ dμ is unchanged. H therefore doubles. The computed values are 1.97295 at 4 nm and 1.98478 at 3 nm. Their errors have the ratio 0.02705/0.01522 = 1.78, as (4/3)² requires.

**What the smooth, closed model leaves out**

The dimensions are in the rough regime of the chiral magnet FeGe, whose spin helix has a period of roughly 70 nm. The round inputs are an exchange stiffness J = 5 pJ/m, a lattice period of 0.47 nm (called the atomic spacing below) and a temperature of 100 K. The texture is prescribed, not relaxed: chiral exchange, anisotropy and dipolar fields would alter its shape and decide its stability. They would not alter the continuum index as long as n stays continuous and closed.

At the centre F_z = 4f′(0)², with f′(0) = 15π/(8R) = 0.0589 nm⁻¹. Multiplication by ħ/2e gives an emergent magnetic field of about 4.6 T. It acts on electrons whose spins follow n, and is not an applied field.

Atomic discreteness is minor here. The h² law, carried down to 0.47 nm, gives an index error of 1.5×10⁻⁴, and near the centre the spins turn by 3.2° per atomic spacing in the xy plane.

For thermal tilts, give each transverse component φ the exchange energy J∫|∇φ|² d³r. On the grid a normalized mode of amplitude c costs Jh|d|²c². Setting its mean to kT/2 gives

⟨c²⟩ = kT/(2Jh|d|²).

With 4 nm cells the rms tilt is 5.3° per component. Four random snapshots gave indices from 0.9886 to 0.9894, with a mean shift of −0.00025. Four samples cannot distinguish this shift from zero, but it is far below the 0.011 discretization error of that grid. In this classical model tilts scale as h^(−1/2), which would give about 15° at the atomic spacing. That overstates the real thermal tilt: for a magnetization of 300 to 380 kA/m, the shortest spin waves on such a grid have quanta of roughly 160 to 210 meV, far above kT at 100 K, so they are hardly excited. Bose occupation of the same modes gives 6 to 7°. The index was not computed on such a grid. The snapshots describe small classical fluctuations about a fixed texture and say nothing about its lifetime. The exchange energy J∫|∇n|² d³r is about 200 eV against kT = 8.6 meV, but it is not a collapse barrier.

Closure fails when the texture meets a surface of the sample. If a 120 nm film cut this texture unchanged at z = ±60 nm, an upward flux of about 0.0094×4π (on the 4 nm grid; 0.0095×4π in the continuum), and as much downward flux, would cross each surface. A gauge change then alters H by (1/16π²)∮χF·dS. If χ differs by 4π between the upward and downward patches, one surface contributes 4π × 0.0094 × 4π/16π² = 0.0094. The index of the cut texture is thus uncertain by about 0.01 per surface for a gauge change of that size.

A hopfion ring around a skyrmion string is a more serious case. The string carries a net flux of magnitude 4π through the box. The q = 0 equation then has no periodic solution, and adding a constant c to A_z changes the integral by cL/4π in magnitude, where L is the box length. The number returned after dropping q = 0 is then not a Hopf index. The string needs a separate topological description, however fine the grid.

The numerical output below lists the main computed values.

Table of computed values

```
outer radius R = 100 nm, box edge = 240 nm
radius of the ring n = -z: 28.11 nm
continuum index from radial integral: 1.00000000
Gauss linking number of n=-z and n=+x curves: 0.99994
cell/nm  N  largest neighbour angle/deg  H(face flux)  H(central diff.)  charged cubes
 20.0   12   131.44    0.043514    0.087851    4
  8.0   30    53.77    0.956155    0.674696    0
  6.0   40    40.40    0.975355    0.801591    0
  4.0   60    26.97    0.989055    0.906442    0
  3.0   80    20.24    0.993846    0.946257    0
  2.0  120    13.50    0.997266    0.975752    0
order of error, 3 to 2 nm: face flux 2.001, central differences 1.963
extrapolated index (3 and 2 nm): face flux 1.000001, central differences 0.999347
index at 4 nm from spinor overlaps, no Fourier step: 0.989055
difference from the Fourier result: 0.0e+00
longitudinal share of F at 4 nm, central differences: 1.20e-02
largest net cube flux at 4 nm, face flux: 1.5e-16 rad
change of index at 4 nm, box 240 to 320 nm: 0.0e+00
mirrored hopfion at 4 nm: -0.989055
double hopfion: 1.97295 at 4 nm, 1.98478 at 3 nm
emergent field at centre: 4.564 T (2 nm grid), 4.568 T (formula)
rough inputs: stiffness 5.0 pJ/m, atomic spacing 0.47 nm, temperature 100 K
index error scaled by h^2 to the atomic spacing: 1.5e-04
turn per atomic spacing at the centre: 3.17 deg
exchange energy: 204.77 eV; thermal energy kT: 8.617 meV; ratio 23763
thermal tilt per component, 4 nm cells: 5.30 deg rms
same, scaled to the atomic spacing: 15.47 deg rms
index of four thermal snapshots at 4 nm: 0.98858, 0.98866, 0.98864, 0.98935
mean thermal shift of the index: -0.00025
upward flux through z = 60 nm (surface of a 120 nm film): 0.0094 of 4 pi
```
